# Phonon-Assisted Absorption at Parabolic Indirect Edges: Shifted Squares and Their Limits

## 1. Why the power is two

An indirect transition takes an electron from a valence state $\mathbf k$ to a conduction state $\mathbf k'$, and a phonon supplies the difference of crystal momentum. The two wavevectors are therefore free of each other. With parabolic edges, the pairs whose total kinetic energy is below $x$ fill an ellipsoid in a six-dimensional space. Each of its axes grows as $\sqrt x$, so the number of pairs grows as $(\sqrt x)^6=x^3$. The number per unit energy, which enters the transition rate, grows as

$$J(x)\propto \frac{d}{dx}x^3\propto x^2 .$$

At a direct edge light alone forces $\mathbf k'=\mathbf k$. The space has three dimensions, the count grows as $x^{3/2}$, and the density as $x^{1/2}$. In $d$ dimensions the indirect density goes as $x^{d-1}$, so a two-dimensional layer gives a linear edge.

The argument assumes that the transition amplitude is the same for all pairs and that electron and hole do not attract each other. In the model example below, dropping the second assumption changes the numbers by a large factor.

## 2. Statement and conventions

Atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, and $c\simeq137$. The valence band is full and the conduction band empty. Energies are measured from the valence edge, and each wavevector from its own extremum:

$$E_v=-\frac{k^2}{2m_v},\qquad E_c=E_g+\frac{\kappa_x^2+\kappa_y^2}{2m_t}+\frac{\kappa_z^2}{2m_l}.$$

There are $g_c$ equivalent valleys, $V_c$ is the primitive-cell volume, $n$ the refractive index, $\Omega$ the energy of one phonon branch and $N=1/(e^{\Omega/k_BT}-1)$ its occupation. Let $(y)_+$ equal $y$ for $y>0$ and zero otherwise. The result is

$$\boxed{\alpha=\frac{g_cV_cM^2(m_cm_v)^{3/2}}{2\pi nc\,\omega}\Big[(N+1)(\omega-E_g-\Omega)_+^2+N(\omega-E_g+\Omega)_+^2\Big]}$$

with $m_c=(m_lm_t^2)^{1/3}$ and $M$ the effective momentum defined in Section 3. Here $M$ is treated as constant: its variation with $\omega$ and its difference between phonon emission and absorption are neglected, which requires energy denominators much larger than $\Omega$ and than the spectral range considered. Several branches add, each with its own $M$, $\Omega$ and $N$.

The sum of squares belongs to $n\omega\alpha$. The coefficient $\alpha$ itself carries the extra factor $1/(n\omega)$, which varies slowly near the edge.

## 3. The second-order amplitude

Let the vector potential be $\mathbf A=A_0\mathbf e\cos\omega t$, with field $-d\mathbf A/dt$. Since $\cos\omega t=(e^{-i\omega t}+e^{i\omega t})/2$, the absorbing part of the coupling $\mathbf A\cdot\mathbf p$ is $(A_0/2)\,\mathbf e\cdot\mathbf p$. The term in $A^2$ is uniform in space and causes no interband transition.

The phonon coupling between two Bloch states is $g/\sqrt{N_{\rm cells}}$ times a phonon operator. The root appears because a normalized lattice mode is spread over all cells.

Neither coupling alone connects the two edges. Second-order perturbation theory sums over intermediate states, with the energy difference between initial and intermediate state in the denominator. If light acts first, the electron is in band $m$ at $\mathbf k$ and the photon has been used. If the phonon acts first, the electron is in band $m$ at $\mathbf k'$ and the phonon energy has been exchanged. Thus

$$M=\left|\sum_m\left[\frac{g_{cm}\,p_{mv}(\mathbf k)}{\omega-E_m(\mathbf k)+E_v(\mathbf k)}+\frac{p_{cm}(\mathbf k')\,g_{mv}}{E_v(\mathbf k)-E_m(\mathbf k')\mp\Omega}\right]\right| ,$$

where the upper sign is for phonon emission. When $m$ is a filled band, the electron already in $m$ is promoted first and the vacancy is filled afterwards. Energy conservation makes that denominator the negative of the one written, and the exchange of two electrons supplies a compensating minus sign. The expression therefore covers filled and empty $m$.

The amplitudes are added before squaring. This was tested on a level coupled with strengths $2.0$ and $-1.2$ to two intermediate levels at detunings 40 and 60. Each was coupled with strength 0.03 to 801 closely spaced final levels. The decay rate found by diagonalization was 0.9953 of the golden-rule value with summed amplitudes. Adding the two rates instead would have given $(0.05^2+0.02^2)/(0.05-0.02)^2=3.2$ times that value.

For a mode holding $\nu$ phonons, the squared operator elements are $\nu+1$ for emission and $\nu$ for absorption. Their thermal averages are $N+1$ and $N$. Write $N_+=N+1$ and $N_-=N$. The rate for one pair of states is

$$w_\pm=2\pi\,\frac{A_0^2}{4}\,\frac{M^2}{N_{\rm cells}}\,N_\pm\,\delta(E_c-E_v-\omega\pm\Omega).$$

The delta function fixes the kinetic energy shared by electron and hole:

$$x_\pm=\omega-E_g\mp\Omega .$$

Emission thus starts at $E_g+\Omega$ and absorption of a phonon at $E_g-\Omega$.

## 4. The double zone sum

The rate must be summed over $\mathbf k$ and $\mathbf k'$ independently. For crystal volume $V$, each sum becomes $V\int d^3k/(2\pi)^3$, and $1/N_{\rm cells}=V_c/V$. The product is $V^2\cdot V_c/V=VV_c$, so the rate per volume is finite. Spin is conserved and gives a factor 2. Hence

$$\frac WV=2\pi\frac{A_0^2}{4}\,M^2V_c\,2g_c\sum_\pm N_\pm J(x_\pm)=\pi A_0^2M^2V_cg_c\sum_\pm N_\pm J(x_\pm).$$

Here $J$ is the convolution of the two densities of states per spin:

$$J(x)=\int_0^x\rho_c(e)\,\rho_v(x-e)\,de .$$

For an isotropic mass $m$, the states below $e$ number $k^3/(6\pi^2)$ per volume with $k=\sqrt{2me}$. Differentiation gives

$$\rho(e)=\frac{d}{de}\frac{(2me)^{3/2}}{6\pi^2}=\frac{(2m)^{3/2}\sqrt e}{4\pi^2}.$$

For the ellipsoidal valley, $\kappa_i=\sqrt{m_i}\,s_i$ makes the energy isotropic in $\mathbf s$. The Jacobian is $\sqrt{m_lm_t^2}$, which must equal $m_c^{3/2}$. This gives $m_c=(m_lm_t^2)^{1/3}$, so for independent pairs mass anisotropy requires no further correction when $M$ is constant.

The energy integral follows from $e=x\sin^2\theta$, for which $de=2x\sin\theta\cos\theta\,d\theta$:

$$\int_0^x\sqrt{e(x-e)}\,de=2x^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=2x^2\cdot\frac{\pi}{16}=\frac{\pi x^2}{8}.$$

Therefore

$$J(x)=\frac{8(m_cm_v)^{3/2}}{16\pi^4}\cdot\frac{\pi x^2}{8}=\frac{(m_cm_v)^{3/2}}{16\pi^3}\,x^2,\qquad x>0 .$$

A direct count of pairs on $\mathbf k$ grids, with an ellipsoidal valley, gave 1.0008 times this formula at both 0.05 and 0.15 eV. The count was differenced over $\pm5\%$ in $x$. For a cubic count this raises the slope by $0.05^2/3=0.0008$, which accounts for the excess. The fitted power was 2.000. Setting $\mathbf k'=\mathbf k$ on the same grid gave 0.500. With constant matrix elements, an implementation that uses one common $\mathbf k$ sum thus produces the wrong spectral shape.

## 5. From rate to absorption coefficient

The field amplitude is $\omega A_0$. With $\varepsilon_0=1/(4\pi)$, the intensity is

$$I=\frac12n\varepsilon_0c(\omega A_0)^2=\frac{nc\,\omega^2A_0^2}{8\pi}.$$

Each event removes one photon of energy $\omega$, so

$$\alpha=\frac{\omega W/V}{I}=\frac{8\pi^2M^2V_cg_c}{nc\,\omega}\sum_\pm N_\pm J(x_\pm).$$

Inserting $J$ turns $8\pi^2/(16\pi^3)$ into $1/(2\pi)$ and gives the boxed result. The field amplitude has cancelled, as it must for linear absorption. An evaluation in SI units, with the energy integrals done numerically, agreed with the formula to the seven decimals printed.

If valleys respond differently to the polarization, $g_cM^2$ stands for the sum of $M^2$ over valleys. The reverse process has been dropped. For an undoped crystal with the example's gap at 300 K, a Fermi level at midgap gives a thermal band-edge occupation of about $4\times10^{-10}$, so this is safe there. A heavily doped or strongly excited crystal needs occupation factors inside the double sum.

## 6. Limits and the reading of a gap

When $k_BT\ll\Omega$, $N$ vanishes and one square remains. A plot of $\sqrt{n\omega\alpha}$ is then straight and meets zero at $E_g+\Omega$. Between the two thresholds at finite temperature, phonon absorption alone contributes and the intercept is $E_g-\Omega$.

Above both thresholds, put $y=\omega-E_g$ and expand:

$$(N+1)(y-\Omega)^2+N(y+\Omega)^2=(2N+1)(y^2+\Omega^2)-2y\Omega .$$

This is not a perfect square, so the root plot is curved. For $y\gg\Omega$ it approaches a line with intercept $E_g+\Omega/(2N+1)$, which is still not the gap.

At finite $y$ the tangent intercept is found from $F=N_+x_+^2+N_-x_-^2$. The tangent to $\sqrt F$ reaches zero a distance $\sqrt F/(\sqrt F)'=2F/F'$ below $\omega$. Since $F'=2(N_+x_++N_-x_-)$,

$$\omega_0=\omega-\frac{N_+x_+^2+N_-x_-^2}{N_+x_++N_-x_-}
=\frac{N_+x_+(E_g+\Omega)+N_-x_-(E_g-\Omega)}{N_+x_++N_-x_-}.$$

The intercept is a weighted mean of the thresholds, and the weights change with photon energy. Fitting the two squares together avoids this bias for independent pairs with constant $M$. If $M$ varies over the fitted range, the fitted gap can still be shifted.

## 7. Worked example: a silicon-like absorber

The following inputs are rough typical values for silicon at 300 K: $E_g=1.12$ eV, one phonon of 0.058 eV, six valleys with $m_l=0.92$ and $m_t=0.19$, hole mass 0.55, $n=3.55$, and lattice constant 5.43 Å. They give $m_c=0.321$, $V_c=40.0$ Å$^3$ and $N=0.119$. The thresholds are 1.062 and 1.178 eV.

For $M$, a single virtual path is taken, with light acting first. Its momentum element is 0.60 atomic units and its phonon coupling 0.20 eV. The detuning is the direct gap of 3.4 eV minus a reference photon energy of 1.2 eV:

$$M=0.60\times\frac{0.20}{2.20}=0.0545\ \text{atomic units}.$$

Since $\alpha\propto M^2$, this rough estimate controls the absolute scale. Collecting the constants, with energies in eV,

$$\alpha\simeq\frac{814\ \mathrm{cm^{-1}\,eV^{-1}}}{E}\left[1.119\,x_+^2+0.119\,x_-^2\right].$$

At 950 nm, $E=1.305$ eV, $x_+=0.127$ eV and $x_-=0.243$ eV. The two parts are 11.3 and 4.4 cm$^{-1}$, and their sum is 15.7 cm$^{-1}$. At 1064 nm the photon energy, 1.165 eV, lies below the emission threshold, and phonon absorption alone gives 0.88 cm$^{-1}$.

| Wavelength (nm) | Simple law (cm$^{-1}$) | With attraction (cm$^{-1}$) |
|---:|---:|---:|
| 1064 | 0.88 | 14 |
| 1000 | 5.3 | 53 |
| 950 | 16 | 97 |

The last column uses the estimate of Section 8, with all other settings fixed. Attraction multiplies the result by 15, 10 and 6.2. It is not a small correction here.

## 8. Electron–hole attraction

Replace the ellipsoidal valley by an isotropic one of mass $m_c$. This is exact for free pairs but only an approximation once they attract, because the binding and the contact density depend on $m_l$ and $m_t$ separately. For the example's masses, a variational estimate with the ellipsoidal valley gives a binding of about 18 meV in place of 20 meV and a ground-state contact density about 20% lower. Separate the pair into a centre of mass with $M_t=m_c+m_v$ and a relative motion with $\mu=m_cm_v/M_t$. Since $m_cm_v=M_t\mu$, the free-pair density is equally the convolution of $\rho_{M_t}$ and $\rho_\mu$. An amplitude constant in both wavevectors creates electron and hole at relative distance zero. Each relative state is therefore weighted by $|\phi(0)|^2$.

For the potential $-1/(\varepsilon r)$, define $a=\varepsilon/\mu$ and $R=1/(2\mu a^2)$.

**Bound states.** Let $u=\sqrt{4\pi}\,r\phi$ be the normalized radial function. Multiplying $u''=2\mu(U-E)u$ by $2u'$ and integrating over $r$ gives $u'(0)^2=2\mu\langle dU/dr\rangle=(2/a)\langle r^{-2}\rangle$. The levels are $-R/(n_r+l+1)^2$. Differentiating them, and the centrifugal term $l(l+1)/(2\mu r^2)$, with respect to $l$ at $l=0$ gives $\langle r^{-2}\rangle=4\mu R/j^3=2/(a^2j^3)$ for level $j$. Hence

$$|\phi_j(0)|^2=\frac{u'(0)^2}{4\pi}=\frac1{\pi a^3j^3}.$$

**Continuum.** With $e=k^2/(2\mu)$ and $\eta=1/(ka)=\sqrt{R/e}$, the regular solution with $u'(0)=1$ is $u=re^{ikr}{}_1F_1(1-i\eta,2,-2ikr)$. The large-distance form of this confluent function gives an amplitude $e^{-\pi\eta/2}/(k|\Gamma(1+i\eta)|)$, against $1/k$ for a free wave. Normalizing both to the same distant amplitude multiplies the contact density by

$$S=e^{\pi\eta}|\Gamma(1+i\eta)|^2=\frac{\pi\eta\,e^{\pi\eta}}{\sinh\pi\eta}=\frac{2\pi\eta}{1-e^{-2\pi\eta}} .$$

The pair density becomes

$$J_C(x)=\sum_j\frac{\rho_{M_t}(x+R/j^2)}{\pi a^3j^3}+\int_0^x\rho_{M_t}(x-e)\rho_\mu(e)S(e)\,de ,$$

where $\rho$ vanishes at negative energy and the integral is absent for $x\le0$. Diagonalizing the radial Hamiltonian in a large sphere gave 0.9999 of this expression at $x=6R$, for $M_t=\mu$. The ratio moves between 0.9996 and 1.0003 with sphere radius and mesh, so the agreement is to about 0.04%.

For $x\gg R$, $S\simeq1+\pi\eta$, and the leading correction follows from $\int_0^x\sqrt{x-e}\,de=2x^{3/2}/3$:

$$\frac{J_C}{J}\simeq1+\frac{\pi\sqrt R\,(2x^{3/2}/3)}{\pi x^2/8}=1+\frac{16}{3}\sqrt{\frac Rx}.$$

The correction decays slowly. By this estimate it falls to 10% at $x\simeq2800R$. With $\varepsilon=11.7$ the model has $R=20$ meV, so that energy is near 57 eV, far outside any parabolic edge. The square law is thus a statement about independent pairs, and for these parameters it has no energy window in which attraction is negligible.

For $0<x\ll R$, $S\simeq2\pi\eta$ makes the continuum part proportional to $x^{3/2}$. Each bound level $j$ adds a term $\sqrt{x+R/j^2}$. At 950 nm the emission part has $x_+\simeq6R$, but $2\pi\eta$ is still at least 2.5 over the whole integral. There $S$ exceeds $2\pi\eta$ by at most about 9%, so the continuum part stays close to $x^{3/2}$. The local power of the emission part is 1.13, between those of its continuum and bound parts and well below 2.

At 1064 nm attraction enhances phonon absorption by about 8, and a channel that free pairs lack supplies the rest of the factor 15. Emission is closed to free pairs, but the lowest bound pair has its threshold at $1.178-0.020=1.158$ eV, below the photon energy. Using $a^{-3}=(2\mu R)^{3/2}$, its contribution relative to free-pair phonon absorption is

$$\frac{N+1}{N}\,\frac{32R^{3/2}\sqrt{x_++R}}{x_-^2}\simeq7,$$

with $x_+=-0.013$ eV and $x_-=0.103$ eV. This one channel supplies almost half of the factor 15. If $R$ were 15 meV, with masses and all other inputs fixed, it would supply about 2.5. The result at this wavelength is therefore sensitive to the binding energy. It is also sensitive to the gap, since the margin is only 7 meV. With $R=15$ meV and a gap of 1.125 eV the threshold would be $1.125+0.058-0.015=1.168$ eV, and for sharp levels the channel would be closed. Its size is a property of the chosen inputs and is not established for silicon.

Attraction also changes the gap reading. A line through $\sqrt{\alpha E}$ at 1000 and 950 nm meets zero at 1.155 eV for the simple law, 35 meV above the input gap. With attraction it meets zero at 1.071 eV, 49 meV below. The shift goes with a lower local power: if $\alpha E\propto x^p$, the tangent to its root meets zero a distance $2x/p$ below the photon energy, and this distance grows as $p$ falls. For the emission part at 950 nm, $x=0.127$ eV and $p=1.13$ put the zero of the tangent at 1.08 eV, below the gap. The two-point line through the emission part alone meets zero at 1.090 eV, and the phonon-absorption part lowers this to 1.071 eV. The bound levels are what carry the intercept below the gap: with the continuum alone the line meets zero near 1.13 eV. With $R=15$ meV and all else fixed the intercept is 1.087 eV.

## 9. Other omissions and the real material

The next three changes are relative to the simple-law total at 950 nm, each made alone:

- Conduction nonparabolicity, $E(1+0.5E/\mathrm{eV})=\kappa^2/(2m_c)$ with $E$ measured from the valley minimum, adds 10%.
- A split-off valence band 0.044 eV below the edge, with mass 0.23 and the same $M$, adds 13%.
- A second phonon of 0.018 eV with an assumed tenth of $M^2$ adds 39%. Its larger thermal occupation and lower emission threshold offset much of its weak coupling.

The constant detuning is a further approximation. Letting it follow the photon energy, with $E_m(\mathbf k)-E_v(\mathbf k)$ held at 3.4 eV, multiplies $\alpha$ by 0.97 at 1064 nm and 1.10 at 950 nm. If that difference grows with $\mathbf k$, both factors are lower.

Temperature matters most where phonon absorption dominates. Heating from 300 to 350 K, with an assumed gap slope of $-0.25$ meV/K, raises the simple-law result at 1064 nm by a factor 1.8. The occupation contributes a factor 1.44 and the gap shift 1.26.

Measured absorption of silicon at room temperature is roughly 10, 60 and 150 cm$^{-1}$ at 1064, 1000 and 950 nm. The simple law with the chosen $M$ is too small by about a factor of ten at each wavelength. The estimate with attraction has the right size, but this does not validate it, because $M$ was assigned from one rough virtual path. An $M$ about three times larger would bring the simple law to the right size at all three wavelengths, so the absolute size cannot decide between the two models. The rise from 1064 to 950 nm does not depend on a constant $M$. It is a factor of about 15 in the measured values, 18 in the simple law and 7 with attraction, so the attraction estimate with its 20 meV binding and 1.12 eV gap does not reproduce the measured shape. This factor depends strongly on binding and gap, because the value at 1064 nm does, as Section 8 showed. With $R=15$ meV it is about 10, and with $R=15$ meV and a gap of 1.125 eV it is about 14, close to the measured value, while the simple law stays at 18. Adding the second phonon to that last case lowers it to about 9. The rise therefore does not decide between the two models either. The hydrogenic binding of 20 meV is also above the rough 15 meV of the real exciton; the model uses density-of-states masses for the relative motion, in place of the coupled valence bands and the anisotropic valley, and the binding depends on that choice. Of the assumptions examined, independence of electron and hole is the one whose failure moves the numbers most.

For an implementation, the sum over independent $\mathbf k$ and $\mathbf k'$, the coherent sum over virtual paths and the separate phonon thresholds are needed even in the free-pair model. In the hydrogenic model the electron–hole interaction is too large to be neglected without a check, but the three measured values quoted here do not show how much of it the real spectrum contains. The full set of computed values is in the numerical output below.

## Computed results

```
Gap: 1.120 eV; phonon: 0.058 eV
Temperature: 300 K; valleys: 6
Longitudinal, transverse mass: 0.92, 0.19 m_e
DOS masses, electron and hole: 0.3214, 0.5500 m_e
Lattice constant: 5.43 angstrom
Cell volume: 40.03 angstrom^3
Refractive index: 3.55; permittivity: 11.7
Optical momentum: 0.60 a.u.
Electron-phonon coupling: 0.20 eV
Direct gap: 3.40 eV; reference photon: 1.20 eV
Virtual detuning: 2.20 eV
Effective momentum M: 0.05455 a.u.
Phonon occupation N: 0.1187
Thresholds: 1.062, 1.178 eV
Two-path decay, numerical/formula: 0.9953
k-sum/formula at 0.05 eV excess: 1.0008
k-sum/formula at 0.15 eV excess: 1.0008
Pair-density power, indirect: 2.000
Pair-density power, direct: 0.500
SI/atomic-unit absorption at 950 nm: 1.0000000
Attraction, radial solution/formula: 0.9999
1064 nm: photon energy 1.1653 eV
  phonon emission part: 0.000 cm^-1
  phonon absorption part: 0.884 cm^-1
  total alpha: 0.884 cm^-1
  alpha with attraction: 13.584 cm^-1
  attraction factor: 15.361
  detuning correction factor: 0.969
1000 nm: photon energy 1.2398 eV
  phonon emission part: 2.810 cm^-1
  phonon absorption part: 2.465 cm^-1
  total alpha: 5.275 cm^-1
  alpha with attraction: 52.993 cm^-1
  attraction factor: 10.046
  detuning correction factor: 1.037
950 nm: photon energy 1.3051 eV
  phonon emission part: 11.275 cm^-1
  phonon absorption part: 4.376 cm^-1
  total alpha: 15.651 cm^-1
  alpha with attraction: 96.766 cm^-1
  attraction factor: 6.183
  detuning correction factor: 1.103
Single-line intercept, simple law: 1.1548 eV
Single-line intercept, attraction: 1.0710 eV
Exciton binding estimate: 20.16 meV
Local power with attraction, 950 nm emission: 1.130
Nonparabolicity 0.5/eV, 950 nm: +10.2 %
Split-off offset, mass: 0.044 eV, 0.23 m_e
Split-off band adds at 950 nm: 13.4 %
Soft phonon: 0.018 eV, relative M^2 0.1
Soft phonon adds at 950 nm: 38.5 %
Assumed gap slope: -0.25 meV/K
Alpha ratio 350 K/300 K at 1064 nm: 1.813
Intrinsic band-edge occupation: 3.91e-10
```
